# How a Narrow Cavity Raises a Silicon Colour Centre's Zero-Phonon Fraction: a numerical check

```python
# Result under test: a narrow cavity resonant with the zero-phonon line (ZPL)
# changes its photon fraction from f0 to f0*(1+F)/(1+f0*F), while the
# Huang-Rhys factor S and the Franck-Condon weights remain unchanged.
# F: added ZPL rate / ZPL rate without cavity; g: dipole-cavity coupling;
# kappa: cavity energy-decay rate; dephasing: added ZPL full width;
# gamma0: radiative rate if all emission occurred at the ZPL energy.
# Energies are in meV and rates in 1/ns unless stated otherwise.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

hbar = const.hbar / const.e * 1e12
kB = const.k / const.e * 1e3

# Rough silicon T-centre regime, together with chosen device parameters
E_zpl = 935.0
temperature = 4.0
lifetime_off = 1000.0
efficiency_off = 0.5
S_acoustic, acoustic_scale = 1.0, 10.0
S_local, local_energy, local_sigma = 0.5, 60.0, 3.0
quality = 20000.0
index = 3.5
volume_ratio = 1.0
dipole_overlap = 0.1
dephasing_GHz = 1.0
upper_splitting = 1.8
kT = kB * temperature
dephasing = 2 * math.pi * dephasing_GHz
dephasing_meV = hbar * dephasing
kappa_meV = E_zpl / quality
kappa = kappa_meV / hbar

# Purcell factor: field per photon and explicit angular sum over bulk modes
omega = E_zpl * 1e-3 * const.e / const.hbar
wavelength = 2 * math.pi * const.c / omega
volume = volume_ratio * (wavelength / index)**3
dipole = 1e-29
epsilon = const.epsilon_0 * index**2
g_squared_SI = dipole**2 * omega / (2 * const.hbar * epsilon * volume)
angular = 2 * math.pi * quad(lambda th: math.sin(th)**3, 0, math.pi)[0]
mode_density = (index * omega / const.c)**2 * index / const.c / (2*math.pi)**3
bulk_rate_SI = (2 * math.pi * dipole**2 * omega
                / (2 * const.hbar * epsilon) * mode_density * angular)
purcell_from_modes = 4 * g_squared_SI / (omega / quality * bulk_rate_SI)
purcell_ideal = 3 * quality / (4 * math.pi**2 * volume_ratio)
assert abs(purcell_from_modes / purcell_ideal - 1) < 1e-9


# Continuous phonon sideband; positive energy means photon energy deficit
def coupling_density(energy):
    acoustic = (S_acoustic * energy / acoustic_scale**2
                * np.exp(-energy / acoustic_scale))
    local = (S_local / (local_sigma * math.sqrt(2 * math.pi))
             * np.exp(-0.5 * ((energy - local_energy) / local_sigma)**2))
    return acoustic + local


def phonon_integral(function):
    return quad(function, 0, 350, points=[1, 10, 50, 60, 70],
                epsabs=1e-10, epsrel=1e-10, limit=300)[0]


S_total = phonon_integral(coupling_density)
thermal_S = phonon_integral(
    lambda e: coupling_density(e) / math.tanh(e / (2 * kT)))
reorganization = phonon_integral(lambda e: e * coupling_density(e))
variance = phonon_integral(
    lambda e: e**2 * coupling_density(e) / math.tanh(e / (2 * kT)))
w0 = math.exp(-thermal_S)

step, points = 0.01, 2**16
origin = points // 8
loss = (np.arange(points) - origin) * step
safe_loss = np.where(loss == 0, 1e-6, loss)
one_phonon = (np.sign(safe_loss) * coupling_density(np.abs(safe_loss))
              / (-np.expm1(-safe_loss / kT)))
transform = step * np.fft.fft(np.roll(one_phonon, -origin))
sideband = np.roll(np.fft.ifft(w0 * np.expm1(transform)).real / step, origin)
mean_loss = step * np.sum(loss * sideband)
second_moment = step * np.sum(loss**2 * sideband)
assert abs(step * np.sum(sideband) - (1 - w0)) < 1e-5
assert abs(mean_loss / reorganization - 1) < 1e-4
assert abs(second_moment / (variance + reorganization**2) - 1) < 1e-4
shift = round(1.0 / step)
balance = sideband[origin - shift] / sideband[origin + shift]
assert abs(balance / math.exp(-1.0 / kT) - 1) < 1e-4

photon_weight = np.maximum(1 - loss / E_zpl, 0)**3
background_sb = step * np.sum(sideband * photon_weight)
f0 = w0 / (w0 + background_sb)
gamma_total = 1 / lifetime_off
gamma0 = efficiency_off * gamma_total / (w0 + background_sb)
gamma_nonrad = (1 - efficiency_off) * gamma_total


def cavity_channels(peak, width, position=0.0):
    """Added ZPL and sideband rates, divided by gamma0."""
    zpl = peak * w0 / (1 + (2 * position / width)**2)
    side = peak * step * np.sum(
        sideband / (1 + (2 * (loss - position) / width)**2))
    return zpl, side


def continuous_fraction(peak, width, position=0.0):
    zpl, side = cavity_channels(peak, width, position)
    return (w0 + zpl) / (w0 + zpl + background_sb + side)


# Full one-excitation master equation with one effective phonon mode
levels = 14
S_mode = S_total
phonon_energy = reorganization / S_total
phonon_rate = phonon_energy / hbar
number = np.arange(levels)
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
H_ground = phonon_rate * np.diag(number)
H_excited = (H_ground - phonon_rate * math.sqrt(S_mode) * (lower + lower.T)
             + phonon_rate * S_mode * np.eye(levels))
relaxed = np.linalg.eigh(H_excited)[1][:, 0]
poisson = np.array([math.exp(-S_mode) * S_mode**n / math.factorial(n)
                    for n in number])
assert np.max(np.abs(relaxed**2 - poisson)) < 1e-5
gamma_n = gamma0 * (1 - number * phonon_energy / E_zpl)**3


def solve_master(g, cavity_rate, phase_rate, detuning):
    """Time-integrated excited and cavity populations by phonon number."""
    eye = np.eye(levels)
    H = np.block([[H_excited, g * eye],
                  [g * eye, H_ground + detuning * eye]])
    decay = np.concatenate([gamma_n + gamma_nonrad,
                            np.full(levels, cavity_rate)])
    A = -1j * H - 0.5 * np.diag(decay)
    full_eye = np.eye(2 * levels)
    P = np.diag(np.concatenate([np.ones(levels), np.zeros(levels)]))
    generator = np.kron(A, full_eye) + np.kron(full_eye, A.conj())
    generator += phase_rate * (np.kron(P, P) - 0.5 * np.kron(P, full_eye)
                               - 0.5 * np.kron(full_eye, P))
    start = np.concatenate([relaxed, np.zeros(levels)])
    integrated = np.linalg.solve(generator, -np.kron(start, start))
    pop = np.diag(integrated.reshape(2 * levels, 2 * levels)).real
    excited, cavity = pop[:levels], pop[levels:]
    photons = gamma_n * excited + cavity_rate * cavity
    assert abs(np.sum(photons) + gamma_nonrad * np.sum(excited) - 1) < 1e-4
    return photons, excited


def rate_prediction(g, cavity_rate, phase_rate, detuning):
    background = gamma_n * poisson
    width = cavity_rate + phase_rate + gamma_nonrad + np.sum(background)
    offset = detuning + number * phonon_rate
    added = 4 * g**2 * poisson / width / (1 + (2 * offset / width)**2)
    photon_rates = background + added
    return photon_rates, gamma_nonrad + np.sum(photon_rates)


peak_without_dephasing = dipole_overlap * purcell_ideal


def coupling_for_width(cavity_rate):
    return math.sqrt(peak_without_dephasing * gamma0 * cavity_rate) / 2


g_narrow = coupling_for_width(kappa)
kappa_broad = 20 * phonon_rate
kappa_broader = 60 * phonon_rate
cases = {
    "no cavity": (0.0, kappa, dephasing, 0.0),
    "narrow on ZPL": (g_narrow, kappa, dephasing, 0.0),
    "narrow on replica": (g_narrow, kappa, dephasing, -phonon_rate),
    "width 20 phonons": (coupling_for_width(kappa_broad), kappa_broad,
                         dephasing, 0.0),
    "width 60 phonons": (coupling_for_width(kappa_broader), kappa_broader,
                         dephasing, 0.0),
}
fractions, excited_times, yields, recovered_S = {}, {}, {}, {}
side_per_time = {}
for name, arguments in cases.items():
    photons, excited = solve_master(*arguments)
    predicted, total_rate = rate_prediction(*arguments)
    fractions[name] = photons[0] / np.sum(photons)
    excited_times[name] = np.sum(excited)
    yields[name] = np.sum(photons)
    recovered_S[name] = excited[1] / excited[0]
    side_per_time[name] = np.sum((gamma_n * excited)[1:]) / np.sum(excited)
    wanted = predicted[0] / np.sum(predicted)
    assert abs(fractions[name] / wanted - 1) < 3e-3
    assert abs((1 - fractions[name]) / (1 - wanted) - 1) < 3e-3
    assert abs(excited_times[name] * total_rate - 1) < 3e-3
    assert abs(recovered_S[name] / S_mode - 1) < 2e-3
    assert abs(side_per_time[name] / side_per_time["no cavity"] - 1) < 2e-3

F = peak_without_dephasing * kappa / (kappa + dephasing)
base = fractions["no cavity"]
simple_test = base * (1 + F) / (1 + base * F)
assert abs((1 - fractions["narrow on ZPL"]) / (1 - simple_test) - 1) < 3e-3
lifetime_law = excited_times["no cavity"] / (1 + yields["no cavity"] * base * F)
assert abs(excited_times["narrow on ZPL"] / lifetime_law - 1) < 3e-3
assert fractions["narrow on ZPL"] > base
assert fractions["narrow on replica"] < base

# Constant coupling over a broad cavity removes the cubic energy weighting,
# so the large-enhancement limit is the phonon weight, not the bulk fraction.
phonon_weight = math.exp(-S_mode)
broad_error = abs(fractions["width 20 phonons"] - phonon_weight)
broader_error = abs(fractions["width 60 phonons"] - phonon_weight)
assert broader_error < broad_error
assert broader_error < 0.002

# Device estimate with the continuous sideband
width_meV = kappa_meV + dephasing_meV
added_zpl, added_sb = cavity_channels(F, width_meV)
zpl_rate = w0 + added_zpl
side_rate = background_sb + added_sb
eta = zpl_rate / (zpl_rate + side_rate)
eta_simple = f0 * (1 + F) / (1 + f0 * F)
assert abs(eta - eta_simple) < 0.005
radiative_on = gamma0 * (zpl_rate + side_rate)
lifetime_on = 1 / (gamma_nonrad + radiative_on)
efficiency_on = radiative_on * lifetime_on
side_yield_off = gamma0 * background_sb * lifetime_off
side_yield_on = gamma0 * side_rate * lifetime_on
backaction = gamma0 * added_zpl / kappa
coupling_ratio = 2 * g_narrow * math.sqrt(w0) / kappa

# Sizes of effects omitted from the main estimate
sigma = dephasing_meV / (2 * math.sqrt(2 * math.log(2)))
nodes, weights = np.polynomial.hermite.hermgauss(15)
eta_wandering = sum(
    weight * continuous_fraction(peak_without_dephasing, kappa_meV,
                                 math.sqrt(2) * sigma * node)
    for node, weight in zip(nodes, weights)) / math.sqrt(math.pi)
extra_zpl, extra_sb = cavity_channels(F, width_meV, 20.0)
eta_second = (zpl_rate + extra_zpl) / (
    zpl_rate + extra_zpl + side_rate + extra_sb)
eta_detuned = continuous_fraction(F, width_meV, kappa_meV)
boltzmann = math.exp(-upper_splitting / kT)
upper_population = boltzmann / (1 + boltzmann)


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("ZPL photon energy (rough)", E_zpl, "meV")
show("ZPL vacuum wavelength", wavelength * 1e9, "nm")
show("Temperature", temperature, "K")
show("Thermal energy", kT, "meV")
show("Lifetime without cavity (rough)", lifetime_off, "ns")
show("Chosen radiative efficiency without cavity", efficiency_off)
show("Acoustic Huang-Rhys factor", S_acoustic)
show("Acoustic energy scale", acoustic_scale, "meV")
show("Local-mode Huang-Rhys factor", S_local)
show("Local-mode energy", local_energy, "meV")
show("Local-mode standard deviation", local_sigma, "meV")
show("Total Huang-Rhys factor", S_total)
show("Reorganization energy", reorganization, "meV")
show("Phonon ZPL weight w0", w0)
show("Background sideband rate / gamma0", background_sb)
show("ZPL photon fraction without cavity f0", f0)
show("Reference rate gamma0", gamma0, "1/ns")
show("Cavity quality factor", quality)
show("Refractive index", index)
show("Mode volume / (wavelength/index)^3", volume_ratio)
show("Dipole overlap factor", dipole_overlap)
show("Cavity full width", kappa_meV, "meV")
show("Cavity decay rate kappa", kappa, "1/ns")
show("Dephasing full width", dephasing_GHz, "GHz")
show("Dephasing full width in energy", dephasing_meV, "meV")
show("Ideal Purcell factor", purcell_ideal)
show("Purcell factor after dipole overlap", peak_without_dephasing)
show("Effective ZPL enhancement F", F)
show("Added cavity sideband rate / gamma0", added_sb)
show("ZPL fraction with cavity", eta, digits=6)
show("ZPL fraction from simple law", eta_simple, digits=6)
show("Lifetime with cavity", lifetime_on, "ns")
show("Radiative efficiency with cavity", efficiency_on)
show("Sideband photons per excitation, no cavity", side_yield_off)
show("Sideband photons per excitation, cavity", side_yield_on)
show("Coupling g", g_narrow, "1/ns")
show("Coupling ratio 2*g*sqrt(w0)/kappa", coupling_ratio)
show("Back-action ratio R/kappa", backaction)
show("Single-mode phonon energy", phonon_energy, "meV")
show("Single-mode phonon weight exp(-S)", phonon_weight)
for name in cases:
    print(f"Master equation, {name}: ZPL fraction {fractions[name]:.5f}, "
          f"recovered S {recovered_S[name]:.5f}")
for q_value in (200, 2000, 20000, 200000):
    cavity_width = E_zpl / q_value
    full_width = cavity_width + dephasing_meV
    peak = (dipole_overlap * 3 * q_value / (4 * math.pi**2 * volume_ratio)
            * cavity_width / full_width)
    fraction = continuous_fraction(peak, full_width)
    ratio = gamma0 * w0 * peak / (cavity_width / hbar)
    print(f"Q {q_value}: F {peak:.4g}, ZPL fraction {fraction:.5f}, "
          f"R/kappa {ratio:.2e}")
show("ZPL fraction with slow Gaussian wandering", eta_wandering, digits=6)
show("ZPL fraction with second mode 20 meV below ZPL", eta_second, digits=6)
show("ZPL fraction detuned by one cavity width", eta_detuned, digits=6)
show("Upper-level splitting (rough)", upper_splitting, "meV")
show("Upper-level thermal population", upper_population)
print("tests ok")
```

Printed output:

```
ZPL photon energy (rough): 935 meV
ZPL vacuum wavelength: 1326 nm
Temperature: 4 K
Thermal energy: 0.34469 meV
Lifetime without cavity (rough): 1000 ns
Chosen radiative efficiency without cavity: 0.5
Acoustic Huang-Rhys factor: 1
Acoustic energy scale: 10 meV
Local-mode Huang-Rhys factor: 0.5
Local-mode energy: 60 meV
Local-mode standard deviation: 3 meV
Total Huang-Rhys factor: 1.5
Reorganization energy: 50 meV
Phonon ZPL weight w0: 0.2223
Background sideband rate / gamma0: 0.63334
ZPL photon fraction without cavity f0: 0.25981
Reference rate gamma0: 0.00058435 1/ns
Cavity quality factor: 20000
Refractive index: 3.5
Mode volume / (wavelength/index)^3: 1
Dipole overlap factor: 0.1
Cavity full width: 0.04675 meV
Cavity decay rate kappa: 71.026 1/ns
Dephasing full width: 1 GHz
Dephasing full width in energy: 0.0041357 meV
Ideal Purcell factor: 1519.8
Purcell factor after dipole overlap: 151.98
Effective ZPL enhancement F: 139.63
Added cavity sideband rate / gamma0: 0.0088746
ZPL fraction with cavity: 0.979871
ZPL fraction from simple law: 0.980143
Lifetime with cavity: 52.237 ns
Radiative efficiency with cavity: 0.97388
Sideband photons per excitation, no cavity: 0.3701
Sideband photons per excitation, cavity: 0.019604
Coupling g: 1.2558 1/ns
Coupling ratio 2*g*sqrt(w0)/kappa: 0.016672
Back-action ratio R/kappa: 0.00025538
Single-mode phonon energy: 33.333 meV
Single-mode phonon weight exp(-S): 0.22313
Master equation, no cavity: ZPL fraction 0.26148, recovered S 1.50000
Master equation, narrow on ZPL: ZPL fraction 0.98031, recovered S 1.50000
Master equation, narrow on replica: ZPL fraction 0.00469, recovered S 1.50000
Master equation, width 20 phonons: ZPL fraction 0.23114, recovered S 1.50000
Master equation, width 60 phonons: ZPL fraction 0.22426, recovered S 1.50000
Q 200: F 1.518, ZPL fraction 0.45954, R/kappa 2.78e-08
Q 2000: F 15.06, ZPL fraction 0.84709, R/kappa 2.76e-06
Q 20000: F 139.6, ZPL fraction 0.97987, R/kappa 2.55e-04
Q 200000: F 806.4, ZPL fraction 0.99643, R/kappa 1.47e-02
ZPL fraction with slow Gaussian wandering: 0.981364
ZPL fraction with second mode 20 meV below ZPL: 0.977074
ZPL fraction detuned by one cavity width: 0.919227
Upper-level splitting (rough): 1.8 meV
Upper-level thermal population: 0.0053674
tests ok
```
